# The Tersoff–Hamann result and Chen's derivative rule for tunnelling tips, part 2

We seek the tunnelling conductance $G$ at small bias and temperature between a sample (below) and a tip (above), with $z$ along the surface normal. The sample potential $U_S$ vanishes in the tip region $\Omega_T$, above a surface $\Sigma$ in the gap; the tip potential $U_T$ vanishes below $\Sigma$, whose normal $\mathbf n$ points towards the tip. Energies count from the vacuum level. Both work functions are $\phi=4.5$ eV, so $E_F=-\phi$. With $\hbar^2/2m=3.80998$ eV Å$^2$, $\kappa=\sqrt{2m\phi}/\hbar=1.08679$ Å$^{-1}$.

For sample states $\psi_\nu$ and tip states of common shape $\chi$, with density $\rho_T$ per spin, to lowest order
$$G=\frac{2e^2}{h}\,\mathcal T,\qquad \mathcal T=4\pi^2\rho_T\sum_\nu|M_\nu|^2\,\delta(E_\nu-E_F),\qquad M_\nu=\langle\chi|U_T|\psi_\nu\rangle .$$
At sample voltage $V$, the current is weighted by $f_T-f_S$, with $f_T=f(E-E_F-eV)$ and $f_S=f(E-E_F)$. Bardeen's form is
$$M=\frac{\hbar^2}{2m}\int_\Sigma\big(\chi^*\nabla\psi-\psi\nabla\chi^*\big)\cdot\mathbf n\,dS .$$

In one dimension, a metal state $A\sin(\theta-kz)$ with tail $ae^{-\kappa z}$ at a step of height $V$ has $a^2\rho=k/(\pi V)$, $\rho$ being the density of states. For metals $k_L,k_R$ a distance $d$ apart, Bardeen's and the exact transmission obey
$$\mathcal T_B=\frac{16\,\kappa^2k_Lk_R}{(k_L^2+\kappa^2)(k_R^2+\kappa^2)}\,e^{-2\kappa d},\qquad \mathcal T_B/\mathcal T_{\rm exact}=|1-r_Lr_Re^{-2\kappa d}|^2,$$
with $r_L=(\kappa+ik_L)/(\kappa-ik_L)$ and $r_R=(\kappa+ik_R)/(\kappa-ik_R)$.

Let $\mathbf r_0$ be the tip centre, $\boldsymbol\rho=\mathbf r-\mathbf r_0$, $k_0(u)=e^{-u}/u$ and $g=\kappa k_0/4\pi$. Then
$$\int_\Sigma(g\nabla\psi-\psi\nabla g)\cdot\mathbf n\,dS=-\psi(\mathbf r_0).$$
An s tip, $\chi=Ck_0(\kappa\rho)Y_{00}$, therefore has $G\propto\rho_S(\mathbf r_0,E_F)$, where
$$\rho_S(\mathbf r,E)=\sum_\nu|\psi_\nu(\mathbf r)|^2\delta(E_\nu-E).$$
If this form holds down to radius $R$,
$$M=-\frac{2\pi\hbar^2}{m}\,R\,e^{\kappa R}\chi(R)\,\psi(\mathbf r_0).$$

Other tips have tails $\chi=Ck_l(\kappa\rho)Y$, with $Y$ a normalised real spherical harmonic of degree $l$ and $k_l$ the decaying modified spherical Bessel function. Replacing coordinates by partial derivatives in the polynomial $y(\boldsymbol\rho)=\rho^lY$ gives $y(\nabla)$, and these tails are derivatives of $k_0$:
$$y(\nabla)\,k_0(\kappa\rho)=(-\kappa)^l\,k_l(\kappa\rho)\,Y(\hat{\boldsymbol\rho}),\qquad l=0,1,2 .$$

Q: Those derivatives act on the tip function. How do they come to act on the sample, and what happens to $(-1)^l$?

A: The function $k_0(\kappa|\mathbf r-\mathbf r_0|)$ depends on the difference of its arguments, so the gradient $\nabla_0$ with respect to $\mathbf r_0$ equals $-\nabla$. As $y$ is homogeneous of degree $l$, $y(\nabla_0)=(-1)^ly(\nabla)$, and the two signs cancel: $k_lY=\kappa^{-l}\,y(\nabla_0)k_0$. Insert this in Bardeen's form. The surface $\Sigma$, the state $\psi$ and the gradient $\nabla$ do not involve $\mathbf r_0$, and since $\mathbf r_0$ is off the surface the integrand and all its $\mathbf r_0$-derivatives are smooth and decay exponentially along $\Sigma$. The operator may be taken outside:
$$M=\frac{\hbar^2}{2m}\,\frac{C}{\kappa^l}\,y(\nabla_0)\int_\Sigma(k_0\nabla\psi-\psi\nabla k_0)\cdot\mathbf n\,dS .$$
The integral is $4\pi/\kappa$ times the one already done, $-(4\pi/\kappa)\psi(\mathbf r_0)$, for every $\mathbf r_0$ in $\Omega_T$. Hence Chen's derivative rule,
$$M=-\frac{2\pi\hbar^2C}{m\,\kappa^{\,l+1}}\;\big[y(\nabla)\psi\big](\mathbf r_0).$$
Dividing out the common factor $-2\pi\hbar^2C/m\kappa$, the operators acting on $\psi$ at $\mathbf r_0$ are:

- $s$: $\sqrt{1/4\pi}$
- $p_i$: $\sqrt{3/4\pi}\;\partial_i/\kappa$
- $d_{xy},d_{xz},d_{yz}$: $\sqrt{15/4\pi}\;\partial_i\partial_j/\kappa^2$
- $d_{x^2-y^2}$: $\sqrt{15/16\pi}\;(\partial_x^2-\partial_y^2)/\kappa^2$
- $d_{z^2}$: $\sqrt{5/16\pi}\;(2\partial_z^2-\partial_x^2-\partial_y^2)/\kappa^2$

For a complex harmonic, $\chi^*$ appears in $M$ and $y$ is replaced by $y^*$. $M$ is linear in $\chi$, so a tip state that mixes several harmonics gives the sum of their amplitudes, squared afterwards, while distinct tip states at $E_F$ add as probabilities. In neither case is the conductance in general proportional to $\rho_S(\mathbf r_0)$.

Q: From the name I would have written $\partial_z^2$ for the $d_{z^2}$ orbital. Is your operator different in substance?

A: It is. The polynomial is $3z^2-\rho^2$, so the operator is $3\partial_z^2-\nabla^2$, and on a sample state $\nabla^2\psi=\kappa^2\psi$. The rule is $3\partial_z^2-\kappa^2$, proportional to $\partial_z^2-\kappa^2/3$. The bare second derivative belongs to the polynomial $z^2=(3z^2-\rho^2)/3+\rho^2/3$, which has a trace and so carries an s part. On the flat state $e^{-\kappa z}$ the correct operator gives $2\kappa^2$ and the bare one $3\kappa^2$, too large by 50% of the correct value. On the program's test state, the form $3\partial_z^2-\kappa^2$ agrees with the directly computed matrix element, and the bare form misses it by 42.5% of its magnitude.

Q: What is "directly computed"? I want a tip with a real potential and no singular continuation.

A: The tip is a spherical well, $U_T=-V_l$ for $\rho<R=1.5$ Å. Inside, the state is a multiple of $j_l(K\rho)Y$ with $V_l=\phi+\hbar^2K^2/2m$; outside it is $Ck_lY$. Continuity of the logarithmic derivative, $Kj_l'(KR)/j_l(KR)=\kappa k_l'(\kappa R)/k_l(\kappa R)$, fixes the $K$ that puts the lowest level of each $l$ at $-\phi$, and normalisation fixes $C$. The results are $K=1.47133,\ 2.27191,\ 3.08502$ Å$^{-1}$, depths $12.748,\ 24.166,\ 40.761$ eV and $C=4.0567,\ 2.9007,\ 1.2811$ Å$^{-3/2}$ for $l=0,1,2$. The sample test state is a sum of four evanescent plane-wave components of one Bloch wave, with complex coefficients, and an adatom tail, with the tip centre at a point of no symmetry, 5 Å up. For each of the nine harmonics the program compares the rule with the volume quadrature of $\langle\chi|U_T|\psi\rangle$ over the well, and with Bardeen's integral on the planes at 2 Å and 3 Å. The largest deviation relative to the rule is $3.2\times10^{-11}$.

Q: Then give me a conductance in siemens for a surface whose density of states you can derive.

A: Take a free-electron sample with a step barrier, $U_S=-V_0$ for $z<0$, with the Fermi level $\varepsilon_F=5$ eV above the band bottom (printed as E_F), so $V_0=\varepsilon_F+\phi=9.5$ eV and $k_F=\sqrt{5/3.80998}=1.14558$ Å$^{-1}$. These are round model parameters, as are $\rho_T=0.5$ eV$^{-1}$ and the height $z_0=6$ Å of the tip centre. States have lateral wave vector $\mathbf q$, normal wave number $k_z=\sqrt{k_F^2-q^2}$ inside and decay constant $\kappa_q=\sqrt{\kappa^2+q^2}$ outside, the latter because $e^{i\mathbf q\cdot\mathbf r-\kappa_qz}$ must satisfy $\nabla^2=\kappa^2$. The sum $k_z^2+\kappa_q^2=2mV_0/\hbar^2$ is the same for all $q$. For each $\mathbf q$ the normal motion is the one-dimensional problem solved above, with $a^2\rho=k_z/\pi V_0$, and lateral plane waves normalised to an area $\mathcal A$ have density $\mathcal A\,d^2q/(2\pi)^2$, so that $\mathcal A$ cancels:
$$\rho_S(z)=\int_0^{k_F}\frac{q\,dq}{2\pi}\,\frac{k_z}{\pi V_0}\,e^{-2\kappa_qz}.$$
At $z=0$, $\int qk_z\,dq=k_F^3/3$ gives $k_F^3/(6\pi^2V_0)=2.672\times10^{-3}$ eV$^{-1}$Å$^{-3}$. Deep inside, where $\sin^2$ averages to $1/2$, the same counting gives $mk_F/(2\pi^2\hbar^2)=7.616\times10^{-3}$ eV$^{-1}$Å$^{-3}$, which the program checks against the free-electron value $3n/4\varepsilon_F$ per spin. At $z_0$ the integral is $1.1752\times10^{-9}$ eV$^{-1}$Å$^{-3}$.

For the s tip, $M/\psi(\mathbf r_0)=-4\pi\times3.80998\times4.0567/(1.08679\sqrt{4\pi})=-50.41$ eV Å$^{3/2}$; the form with $\chi(R)=0.13752$ Å$^{-3/2}$ gives the same to the accuracy of the rounded inputs. Then
$$\mathcal T=4\pi^2\times0.5\times(50.414)^2\times1.1752\times10^{-9}=5.896\times10^{-5},$$
and $G=5.896\times10^{-5}\times77.48\ \mu\text{S}=4.57$ nS, a resistance of 219 MΩ and a current of 0.046 nA at 10 mV. The program obtains the same $\mathcal T$ by summing volume quadratures of $\langle\chi|U_T|\psi\rangle$ state by state, and does so for all nine harmonics. In the one-dimensional case the error of the lowest-order treatment was set by $e^{-2\kappa d}$; for the gap $z_0-R=4.5$ Å here that factor is $5.7\times10^{-5}$. A small $\mathcal T$ alone would not suffice: for $k_{L,R}\ll\kappa$, $\mathcal T_B$ is small at any $d$, while $r_Lr_R\to1$ and $\mathcal T_B/\mathcal T_{\rm exact}\to(1-e^{-2\kappa d})^2$.

At large $z$ only small $q$ survive. Setting $\kappa_q\approx\kappa+q^2/2\kappa$ and $k_z\approx k_F$, and using $\int_0^\infty q\,e^{-q^2z/\kappa}dq=\kappa/2z$, gives $\rho_S\approx k_F\kappa\,e^{-2\kappa z}/(4\pi^2V_0z)$ and $d\ln G/dz\approx-2\kappa-1/z=-2.340$ Å$^{-1}$. The numerical slope is $-2.330$ Å$^{-1}$, and $G$ falls by a factor 10.2 between 6 Å and 7 Å. Differentiating under the integral gives $d\ln G/dz=-2\langle\kappa_q\rangle$, averaged with the integrand of $\rho_S(z)$ as weight, so the decay is steeper than $2\kappa$ alone because states with $q\neq0$ decay faster. The excess, about $\langle q^2\rangle/\kappa$, falls as $1/z$ at large height because the cone of contributing $\mathbf q$ narrows.

Q: A flat surface has no lateral structure, so a $p_x$ tip, which takes $\partial_x$, should see nothing.

A: It sees the states, not the density. On a component $e^{i\mathbf q\cdot\mathbf r-\kappa_qz}$ the gradient becomes $(iq_x,iq_y,-\kappa_q)$, so $M$ is multiplied by $y(i\mathbf q,-\kappa_q)$ and each state enters with weight $|y|^2$. The density $|\psi|^2$ is flat, but $|\partial_x\psi|^2=q_x^2|\psi|^2$ vanishes only at $q_x=0$. Let $s=q^2/\kappa^2$, let $\langle\cdot\rangle$ be the average with the integrand of $\rho_S(z_0)$ as weight, and let $C_l$ be the constants above. Averaging over the direction of $\mathbf q$, $\cos^2\to\frac12$ and $\cos^2\sin^2\to\frac18$, and the listed operators give
$$\frac{\mathcal T_{p_x}}{\mathcal T_s}=3\frac{C_1^2}{C_0^2}\frac{\langle s\rangle}{2},\quad \frac{\mathcal T_{p_z}}{\mathcal T_s}=3\frac{C_1^2}{C_0^2}\langle1+s\rangle,\quad \frac{\mathcal T_{d_{xy}}}{\mathcal T_s}=15\frac{C_2^2}{C_0^2}\frac{\langle s^2\rangle}{8},\quad \frac{\mathcal T_{d_{z^2}}}{\mathcal T_s}=5\frac{C_2^2}{C_0^2}\Big\langle\big(1+\tfrac32s\big)^2\Big\rangle,$$
the last from $3\kappa_q^2-\kappa^2=2\kappa^2(1+\frac32s)$ and $(5/16\pi)\cdot4/(1/4\pi)=5$.

The computed conductances are 4.57 nS ($s$), 0.540 nS ($p_x$, $p_y$), 8.09 nS ($p_z$), 3.57 nS ($d_{z^2}$), 0.688 nS ($d_{xz}$, $d_{yz}$) and 0.0404 nS ($d_{xy}$, $d_{x^2-y^2}$); the equalities follow from rotational symmetry about $z$. Here $3C_1^2/C_0^2=3(2.9007/4.0567)^2=1.534$. The $p_x$ ratio, $0.5399/4.5684=0.1182$, then implies $\langle s\rangle=0.154$, to be compared with the Gaussian estimate $\langle q^2\rangle\approx\kappa/z_0$, or $\langle s\rangle\approx1/\kappa z_0=0.153$. That estimate is good only to relative order $1/\kappa z_0$, and the near coincidence is a cancellation in this example. Keeping $\kappa_q=\kappa(1+v)$ exact with $k_z\approx k_F$ and no cutoff, so that $s=2v+v^2$ and the weight is $(1+v)e^{-\alpha v}dv$ with $\alpha=2\kappa z_0=13.04$, gives $\langle s\rangle=(2/\alpha+6/\alpha^2+6/\alpha^3)/(1+1/\alpha)=0.178$; the factor $k_z$, which falls to zero at $q=k_F$, brings it back down to 0.154. The $p_z$ ratio follows as $1.534\times1.154=1.770$, matching $8.0868/4.5684$. With $C_2^2/C_0^2=0.0997$, the $d_{xy}$ ratio $5.219\times10^{-7}/5.896\times10^{-5}=0.00885$ implies $\langle s^2\rangle=0.047$, and the $d_{z^2}$ ratio is $5\times0.0997\times(1+3\times0.154+2.25\times0.047)=0.78$, matching $3.5736/4.5684$. Each lateral derivative thus costs a factor of order $1/\kappa z_0$ in conductance at large height. That $p_z$ conducts more than $s$ and $d_{z^2}$ less is a property of this well model with equal $R$ and equal $\rho_T$, since the ranking depends on the $C_l$.

Q: You took $V\to0$ and $T\to0$, then quoted a current at 10 mV. How large is the error?

A: Part of it can be computed. Freeze the tip factor at its Fermi-level value and let only $\rho\equiv\rho_S(z_0,E)$ vary, so that $I\propto\int\rho(E)[f_T-f_S]\,dE$. Let $N(E)=\int^E\rho$. Integration by parts gives $\int\rho(E) f(E-\mu)\,dE=\int N(E)(-\partial f/\partial E)\,dE$. The kernel is even about $\mu$, has unit area and second moment $\pi^2(k_BT)^2/3$, so a Taylor expansion of $N$ gives $N(\mu)+\frac{\pi^2}{6}(k_BT)^2\rho'(\mu)$. Subtract the value at $\mu=E_F$ from that at $E_F+eV$, expand in $eV$ and divide by $\rho\,eV$:
$$\frac{I}{GV}\approx1+\frac{eV}{2}\frac{\rho'}{\rho}+\frac{(eV)^2+\pi^2(k_BT)^2}{6}\frac{\rho''}{\rho}.$$
Numerically $\rho'/\rho=1.4794$ eV$^{-1}$ and $\rho''/\rho=2.2916$ eV$^{-2}$. Most of the first comes from the exponent: at fixed $\mathbf q$, $\kappa_q^2=q^2-2mE/\hbar^2$ gives $d(-2\kappa_qz_0)/dE=z_0/(\kappa_q\hbar^2/2m)$. This is 1.45 eV$^{-1}$ at $q=0$ and averages to 1.36 eV$^{-1}$ over the contributing states, whose mean $\kappa_q$ is 1.165 Å$^{-1}$; the remainder comes from the growth of $k_z$ with energy. At 10 mV and 77 K, with $k_BT=6.635$ meV, the linear term is $0.005\times1.4794=0.00740$ and the quadratic one is $(1.00+4.34)\times10^{-4}\times2.2916/6=0.00020$. The sum 1.007601 agrees with the quadrature, 1.007602. The figure of 0.8% belongs to this frozen model and is not the error of a real junction. The same bias tilts the barrier and changes the tip's decay constant, both at first order in $eV$, and the tilt works against the linear term. If the potential energy rises linearly by $eV$ from the surface to $z_0$, its mean is $eV/2$, and the exponent changes by $-(eV/2)\,z_0/(\kappa\hbar^2/2m)$. In this estimate from the exponent alone, the tilt cancels the part of $(eV/2)\rho'/\rho$ that came from the exponent, which is most of it. The estimate has corrections of relative order $1/\kappa z_0$, as large as the remainder, so it fixes neither the size nor the sign of the net linear term. The quantity $eV\rho'/\rho$, which grows with height, still measures how much the transmission varies across the bias window and must be small, as must any structure of $\rho_S$ or $\rho_T$ on the scale of $eV$ or $k_BT$.

Q: Where the rule should matter most is atomic contrast. How much does the orbital change the height that the tip traces?

A: Take a model with a single sample state on a square lattice of constant $a$, with $g=2\pi/a$ now denoting the reciprocal vector:
$$\psi=e^{-\kappa z}+\beta e^{-\kappa_1z}(\cos gx+\cos gy),\qquad\kappa_1=\sqrt{\kappa^2+g^2}.$$
For the axially symmetric orbitals the operator multiplies the first term by a number $w_0$ and the second by $w_1$. With $w=w_1/w_0$, the values are $w=1$ for $s$, $w=\kappa_1/\kappa$ for $p_z$, and $w=(3\kappa_1^2-\kappa^2)/2\kappa^2=1+3g^2/2\kappa^2$ for $d_{z^2}$. Then $|M|\propto e^{-\kappa z}[1+w\beta e^{-(\kappa_1-\kappa)z}c]$, with $c=\cos gx+\cos gy$ equal to $+2$ on top of an atom and $-2$ in the hollow. Constant current means constant $|M|$; fix it at the value that the first term alone has at $z_0$. With $t=\kappa(z-z_0)$, $\eta=w\beta c\,e^{-(\kappa_1-\kappa)z_0}$ and $b=(\kappa_1-\kappa)/\kappa$, taking logarithms gives $t=\ln(1+\eta e^{-bt})$. To first order $t=\eta$, and the top-to-hollow height difference is
$$\Delta z=\frac{4w\beta}{\kappa}\,e^{-(\kappa_1-\kappa)z_0}.$$
For the correction, expand $t=\eta e^{-bt}-\frac12\eta^2e^{-2bt}+\frac13\eta^3$ and iterate. The second-order term is $-(b+\frac12)\eta^2$. The third-order coefficient collects $b(b+\frac12)+\frac12b^2$ from the first term, $b$ from the second and $\frac13$ from the third, in all $\frac32b^2+\frac32b+\frac13$. The second-order term is even in $c$ and cancels in the difference, so the relative correction to $\Delta z$ is $(\frac32b^2+\frac32b+\frac13)\eta^2$.

For $a=3$ Å and $\beta=1$, $g=2.09440$ Å$^{-1}$, $\kappa_1=2.35958$ Å$^{-1}$ and $e^{-(\kappa_1-\kappa)z_0}=4.824\times10^{-4}$ at $z_0=6$ Å. The s tip gives $\Delta z=4\times4.824\times10^{-4}/1.08679=0.001776$ Å, or 0.18 pm. The factors are $w=2.35958/1.08679=2.171$ for $p_z$ and $w=1+1.5\,(2.09440/1.08679)^2=6.571$ for $d_{z^2}$, giving 0.003855 Å (0.39 pm) and 0.011667 Å (1.17 pm). The program finds the heights by solving for constant $|M|$ with the volume integral over the well, and obtains 0.001776, 0.003855 and 0.011669 Å. The small excess for $d_{z^2}$ has the predicted size: $\eta=2\times6.571\times4.824\times10^{-4}=6.3\times10^{-3}$ and $b=1.171$ give a relative correction of $1.7\times10^{-4}$, or $2\times10^{-6}$ Å. The bare operator $\partial_z^2$ would have given $w=\kappa_1^2/\kappa^2=4.71$ in place of 6.57.

Q: So an s tip, although it samples a mathematical point, has the poorest contrast of the three, and a higher orbital beats it. How can anything be sharper than a point probe?

A: At a given height $z_0$ of the tip centre, the blur does not depend on the size of the probe. It comes from the vacuum, which damps a lateral component of wave vector $g$ by the extra factor $e^{-(\kappa_1-\kappa)z_0}$ before it reaches the tip centre, here $4.8\times10^{-4}$. The radius enters through $z_0$: at a given gap $z_0-R$ the factor contains $e^{-(\kappa_1-\kappa)R}$, and a larger tip reaches a given conductance with its centre higher, so a blunter s tip traces a smaller corrugation. A normal derivative weights each component by its own decay constant and so favours the fast-decaying, finely structured ones. The gain $w$ is algebraic in $g/\kappa$, independent of height and of $C$, while the loss is exponential in $z_0$; at large height the corrugation vanishes for each of these three axially symmetric orbitals, whose flat term $w_0$ is non-zero. The image is then no longer a map of $\rho_S$. On the same state a $p_x$ tip has $M\propto\partial_x\psi=-\beta g\,e^{-\kappa_1z}\sin gx$, which is zero on top of the atoms and largest a quarter period away, where the slope of $\psi$ is greatest. These numbers belong to a one-state model with a chosen $\beta$. A real surface contributes a sum over all states at $E_F$, each weighted by its own $|y(\nabla)\psi_\nu|^2$, and the enhancement must be evaluated on that sum.

## Computed values

```
hbar^2/2m = 3.80998 eV A^2, 2e^2/h = 77.4809 uS
phi = 4.5 eV, kappa = 1.08679 1/A, R = 1.5 A, rho_T = 0.5 1/eV
l=0: K = 1.47133 1/A, depth = 12.748 eV, C = 4.0567 A^-3/2
l=1: K = 2.27191 1/A, depth = 24.166 eV, C = 2.9007 A^-3/2
l=2: K = 3.08502 1/A, depth = 40.761 eV, C = 1.2811 A^-3/2
rule vs plane and volume integrals, 9 harmonics: max rel. error = 3.2e-11
d_z2 with bare d2/dz2 (no -kappa^2/3): rel. error = 0.425
tip level 0.5 eV lower: |dM/M| on moving plane 2->3 A = 0.0570
1D, E_F 5|7 eV, gap 2.0 A: T exact = 4.923036e-02, T Bardeen = 5.046626e-02
1D, E_F 5|7 eV, gap 6.0 A: T exact = 8.454958e-06, T Bardeen = 8.454994e-06
zero-range wells 6.0 A apart: half-splitting = 2.03251 meV, |M| = 2.03250 meV
(a) E_F = 5.0 eV, step = 9.5 eV, k_F = 1.14558 1/A, z0 = 6.0 A
bulk DOS = 7.6162e-03, LDOS(0) = 2.6724e-03, LDOS(z0) = 1.1752e-09 1/(eV A^3 spin)
s tip: M/psi(r0) = -50.414 eV A^3/2, chi(R) = 0.13752 A^-3/2
s       T = 5.8961e-05, G = 4.5684 nS
px      T = 6.9678e-06, G = 0.5399 nS
py      T = 6.9678e-06, G = 0.5399 nS
pz      T = 1.0437e-04, G = 8.0868 nS
dz2     T = 4.6122e-05, G = 3.5736 nS
dxz     T = 8.8830e-06, G = 0.6883 nS
dyz     T = 8.8830e-06, G = 0.6883 nS
dxy     T = 5.2190e-07, G = 0.0404 nS
dx2-y2  T = 5.2190e-07, G = 0.0404 nS
s tip: G*V at 10 mV = 0.0457 nA, resistance = 218.90 MOhm
dlnG/dz = -2.3303 1/A, -2kappa-1/z = -2.3402 1/A, G(z0)/G(z0+1 A) = 10.178
T = 77.0 K, kT = 6.635 meV, rho'/rho = 1.4794 1/eV, rho''/rho = 2.2916 1/eV^2
I/(G V): quadrature = 1.007602, expansion = 1.007601
(b) a = 3.0 A, beta = 1.0, g = 2.09440 1/A, kappa1 = 2.35958 1/A
exp(-(kappa1-kappa) z0) = 4.8240e-04
s    w = 1.0000, contour dz = 0.001776 A, formula = 0.001776 A = 0.1776 pm
pz   w = 2.1711, contour dz = 0.003855 A, formula = 0.003855 A = 0.3855 pm
dz2  w = 6.5708, contour dz = 0.011669 A, formula = 0.011667 A = 1.1667 pm
```
